# A double group is not the point group times Z2

**Comment on the argument for four singlets at a site of D2 symmetry**

The argument under review concerns an ion with total angular momentum \(j=3/2\). Its surroundings break time reversal but keep the three twofold rotations of \(D_2\) as unitary symmetries. The author reasons as follows.

(a) For half-integer spin a turn by \(2\pi\) is a new element \(\bar E\). It commutes with every rotation and obeys \(\bar E^2=E\).

(b) Each \(g\) in the point group \(G\) thus acquires a partner \(\bar E g\). The double group \(G^*\) has twice as many elements as \(G\), so \(G^*=G\times Z_2\), with \(Z_2=\{E,\bar E\}\).

(c) The irreducible representations (irreps) of the product are those of \(G\), each with a sign for \(\bar E\). Since \(D_2\) is Abelian, they are all one-dimensional.

(d) Without time reversal there is no Kramers theorem, so the \(j=3/2\) multiplet should split into four singlets.

Statement (a) is correct, and (c) would follow from (b). The fault is in the word "so" in (b). I examine that step first, then ask when its conclusion happens to be true, and finally what becomes of the predicted spectrum.

## What the count of elements does and does not show

Take \(G\) to be a finite group of proper rotations. A rotation by \(\theta\) about the unit vector \(\mathbf n\) acts on spin 1/2 as

\[
U(\mathbf n,\theta)=e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}
=\cos\tfrac{\theta}{2}-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\tfrac{\theta}{2}.
\]

The rotation \(R\) belonging to a matrix \(U\) in SU(2) is read off from \(U\sigma_aU^\dagger=\sum_b R_{ba}\sigma_b\). If \(R\) is the identity, \(U\) commutes with all three Pauli matrices and is therefore a number times the unit matrix. Its determinant is 1, so the number is \(+1\) or \(-1\). Each rotation thus has exactly two lifts, \(U\) and \(-U\). The double group \(G^*\) is the set of both lifts of all elements of \(G\), and \(\bar E=-1\).

This gives \(|G^*|=2|G|\). It also gives \(G^*/\{E,\bar E\}\cong G\), because identifying \(U\) with \(-U\) leaves the rotation. The point group is therefore a quotient of the double group. A direct product with \(\{E,\bar E\}\) requires more: one lift of each rotation must be selected so that the selected lifts close under multiplication. They would then form a copy of \(G\) inside \(G^*\). Step (b) assumes that the "unbarred" elements are such a copy. Nothing in the count of elements ensures it.

The smallest failure needs a single twofold axis. For \(\theta=\pi\) the cosine vanishes and the lifts are \(\pm(-i\,\mathbf n\cdot\boldsymbol\sigma)\). Since \((\mathbf n\cdot\boldsymbol\sigma)^2=1\),

\[
\left[\pm(-i\,\mathbf n\cdot\boldsymbol\sigma)\right]^2=(-i)^2=-1=\bar E .
\]

Neither sign gives an element whose square is \(E\). The double group of \(C_2\) consequently has an element of order four and is the cyclic group \(Z_4\), whereas every element of \(C_2\times Z_2\) squares to the identity.

## When is the product form true?

One might hope that \(G^*\) and \(G\times Z_2\) are still isomorphic in some less obvious way, with the factors placed differently. Counting involutions, that is, elements of order two, settles this, since an isomorphism preserves their number.

Let \(U\) in SU(2) satisfy \(U^2=1\). Its eigenvalues are \(\pm1\), and their product is \(\det U=1\). They are therefore equal, and \(U=\pm1\). Hence \(\bar E\) is the only involution in \(G^*\).

Let \(G\) contain \(t\) involutions, which for rotations are the twofold turns. A pair \((g,z)\) in \(G\times Z_2\) squares to the identity if \(g^2=E\). There are \(t+1\) such \(g\), including \(E\), and two choices of \(z\). Removing the identity leaves

\[
2(t+1)-1=2t+1
\]

involutions. An isomorphism thus requires \(2t+1=1\), or \(t=0\).

A group of even order has \(t\ge1\). To see this, pair each element with its inverse. The elements that differ from their inverses come in twos, so the number of self-inverse elements is even. The identity is one of them, and there must be another. All groups of even order are therefore excluded.

The finite rotation groups are \(C_n\), \(D_n\), \(T\), \(O\) and \(I\), with orders \(n\), \(2n\), 12, 24 and 60. I use this classification as a known result. Only \(C_n\) with odd \(n\) has odd order, and there the product form does hold. With \(u=U(\mathbf z,2\pi/n)\), the lift of \(n\) successive steps is a turn by \(2\pi\), so \(u^n=-1\). Take the other lift, \(v=-u\):

\[
v^n=(-1)^n u^n=(-1)(-1)=+1\qquad(n\ \text{odd}).
\]

The powers \(v^0,\dots,v^{n-1}\) cover the \(n\) rotations once each and close under multiplication. Every element of \(C_n^*\) is \(+v^k\) or \(-v^k\) for one \(k\), and the sign commutes with everything. Therefore \(C_n^*=C_n\times\{E,\bar E\}\).

For even \(n\) the change of sign does not help, because \((-u)^n=u^n=-1\). For every \(n\) the element \(u\) has order \(2n\), so \(C_n^*\) is the cyclic group \(Z_{2n}\). This group is isomorphic to \(Z_n\times Z_2\) for odd \(n\) but not for even \(n\).

Among finite rotation groups, then, step (b) is correct for the odd cyclic groups, including the trivial group, and for no others.

If the author wishes to include improper operations, a convention is needed. Let inversion \(I\) act as \(+1\) on spin, and let an element of \(G^*\) be a pair \((g,U)\), where \(U\) lifts the rotational part of \(g\). An involution has \(U^2=1\), so \(U=\pm1\), the rotational part is trivial, and \(g\) is \(E\) or \(I\). Thus \(G^*\) has one involution if \(G\) lacks the inversion and three if \(G\) contains it. Equality with \(2t+1\) demands \(t=0\) in the first case. In the second it demands \(t=1\), the inversion itself being the one involution.

In the first case \(G\) has odd order. It cannot contain improper elements, because these would make up half of the group and the order would be even. Hence \(G=C_n\) with \(n\) odd. In the second case \(G=H\times C_i\), where the rotation group \(H\) has no twofold turn, so \(H=C_n\) with \(n\) odd. Conversely, \((C_n\times C_i)^*=C_n^*\times C_i\), since inversion acts as \(+1\) on spin, and \(C_n^*\) has the product form. A single mirror already spoils the product: it is inversion times a twofold rotation, and its lift squares to \(\bar E\).

## The double group of D2

For the author's site the lifts of the three twofold rotations are \(u_a=-i\sigma_a\), with \(a=x,y,z\). From \(\sigma_x\sigma_y=i\sigma_z\),

\[
u_xu_y=(-i)^2\sigma_x\sigma_y=-i\sigma_z=u_z,
\]

\[
u_yu_x=(-i)^2\sigma_y\sigma_x=+i\sigma_z=-u_z .
\]

With \(u_a^2=-1\), these are the multiplication rules of the quaternion units. The eight elements \(\pm1,\pm u_x,\pm u_y,\pm u_z\) form the quaternion group \(Q_8\). Two rotations that commute in space have lifts that anticommute. Changing the sign of either lift changes both products together, so no choice of signs can restore commutation.

The irreps follow at once. Conjugation gives \(u_yu_xu_y^{-1}=-u_x\), and likewise for the other pairs. The classes are \(\{1\}\), \(\{-1\}\) and the three sets \(\{u_a,-u_a\}\), five in all. There are therefore five irreps, whose squared dimensions add up to eight. The only solution is

\[
8=1^2+1^2+1^2+1^2+2^2 .
\]

In a one-dimensional representation all matrices commute, and \(u_xu_y=\bar E\,u_yu_x\) then forces \(\bar E\to+1\). The four one-dimensional irreps are thus those of \(D_2\) itself and serve integer spin. For half-integer spin, where \(\bar E\to-1\), there remains one irrep, and it is two-dimensional. The product \(D_2\times Z_2\), by contrast, has eight classes and eight one-dimensional irreps.

This also locates the error in (c). In a spinor representation \(\chi(\bar E g)=-\chi(g)\) holds, but \(\chi(g)\) need not be a character of \(G\). Here \(u_x\) and \(\bar E u_x\) are in the same class, so their characters are both equal and opposite, and hence zero.

## Does the failure of the product always produce doublets?

It does not, and a revised argument should avoid this opposite error. The group \(C_2\) lacks the product form, yet \(C_2^*=Z_4\) is Abelian and its spinor irreps are one-dimensional, with \(u\to\pm i\).

The group \(D_3\) is a less trivial case. Let \(a=U(\mathbf z,2\pi/3)\) and \(x=U(\mathbf x,\pi)\). They satisfy \(a^3=-1\), \(x^2=-1\) and \(xax^{-1}=a^{-1}\). Every element of \(D_3^*\) can be written as \(a^k\) or \(a^kx\), with \(k=0,\dots,5\), and these relations fix all products. The assignment

\[
\bar E\to-1,\qquad a\to-1,\qquad x\to\pm i
\]

respects them, since \((-1)^3=-1\), \((\pm i)^2=-1\) and \((-1)^{-1}=-1\). It gives two one-dimensional spinor irreps. Spin 1/2 itself gives a two-dimensional one, irreducible because \(a\) and \(x\) do not commute.

These three exhaust the list. The squared dimensions of all irreps of \(G^*\) add up to \(2|G|\). Those with \(\bar E\to+1\) are the irreps of \(G\) and contribute \(|G|\), so the spinor irreps contribute the other \(|G|\). Here \(1+1+4=6\). The dimensions 1, 1, 2 are the same as for \(D_3\) without doubling. The false product rule therefore predicts the correct dimensions for \(D_3\), although \(D_3^*\) is not \(D_3\times Z_2\).

Among groups of proper rotations, what enforces even degeneracy is a pair of perpendicular twofold axes. Suppose \(G\) contains \(D_2\), and let \(A\) and \(B\) represent \(u_x\) and \(u_y\) in any finite-dimensional representation with \(\bar E\to-1\). Then \(AB=-BA\), or \(B=-ABA^{-1}\). Taking the trace,

\[
\operatorname{tr}B=-\operatorname{tr}(ABA^{-1})=-\operatorname{tr}B=0 .
\]

Since \(B^2=-1\), the eigenvalues of \(B\) are \(i\) and \(-i\). A vanishing trace requires equally many of each, so the dimension is even. The eigenspace of any level of an invariant Hamiltonian carries such a representation. Every level is therefore evenly degenerate, accidental coincidences included, and time reversal has not been used.

This applies to \(D_n\) with even \(n\), to \(T\), \(O\) and \(I\). It does not apply to \(C_n\), whose double group is Abelian, or to \(D_n\) with odd \(n\), where the assignment above works with \(a^n=-1\) in place of \(a^3=-1\). In the numerical check, a random invariant Hamiltonian for \(j=9/2\) has five doublets in \(D_2\). In \(D_3\) it has four singlets and three doublets.

The statement is restricted to half-integer spin. For \(j=2\) in \(D_2\), the same kind of calculation gives five singlets, as the ordinary irreps allow.

## The spectrum for j = 3/2

The author's prediction can now be tested on the most general Hamiltonian of the problem, acting within one \(j=3/2\) multiplet. With \(\hbar=1\), \(u_a\) acts as \(e^{-i\pi J_a}\). Its eigenvalues for \(m=3/2,1/2,-1/2,-3/2\) are \(i,-i,i,-i\), which add up to zero. Only \(E\) and \(\bar E\) have nonzero characters, \(4\) and \(-4\). The two-dimensional irrep, with characters \(2\) and \(-2\), therefore occurs

\[
\frac{1}{8}\left[4\cdot2+(-4)(-2)\right]=2
\]

times. By Schur's lemma an invariant operator can only mix the two copies, as a \(2\times2\) matrix. A Hermitian one has four real parameters. One is a constant shift, and the other three may be taken as

\[
H=D\left(J_z^2-\tfrac54\right)+E\left(J_x^2-J_y^2\right)+K\,O,
\]

\[
O=J_xJ_yJ_z+J_zJ_yJ_x .
\]

In the rest of this section and in the next one, \(E\) denotes an energy. A twofold rotation reverses two components of \(\mathbf J\), which leaves the squares and \(O\) unchanged. The second term of \(O\) is the adjoint of the first, so \(O\) is Hermitian.

Time reversal reverses all three components. Since \(O\) is cubic with real coefficients, it changes sign. The parameter \(K\) therefore represents an octupolar molecular field, which breaks time reversal but respects \(D_2\).

To diagonalize \(H\), write \(W=J_x^2-J_y^2\) and \(Q=J_xJ_y+J_yJ_x\). From \([J_z,J_x]=iJ_y\) and \([J_z,J_y]=-iJ_x\),

\[
[J_z,J_x^2]=iQ,\qquad [J_z,J_y^2]=-iQ,\qquad [J_z,W]=2iQ .
\]

It follows that

\[
[J_z^2,W]=J_z[J_z,W]+[J_z,W]J_z=2i(J_zQ+QJ_z).
\]

The bracket contains \(J_zJ_yJ_x+J_xJ_yJ_z=O\) and also \(J_zJ_xJ_y+J_yJ_xJ_z\). Using \([J_x,J_y]=iJ_z\), the latter equals

\[
(J_zJ_yJ_x+iJ_z^2)+(J_xJ_yJ_z-iJ_z^2)=O .
\]

Therefore \([J_z^2,W]=4iO\).

Next, \(W=(J_+^2+J_-^2)/2\) changes \(m\) by two and connects states within the ordered pairs \((3/2,-1/2)\) and \((-3/2,1/2)\). The ladder factors are \(2\) between \(m=-1/2\) and \(1/2\), and \(\sqrt3\) for the outer steps. Each matrix element of \(W\) is thus \(\tfrac12\cdot2\sqrt3=\sqrt3\). In each pair \(J_z^2-5/4\) is \(+1\) on the first state and \(-1\) on the second. With Pauli matrices \(\tau\) acting within a pair,

\[
J_z^2-\tfrac54=\tau_z,\qquad W=\sqrt3\,\tau_x .
\]

The commutator then gives

\[
4iO=[\tau_z,\sqrt3\,\tau_x]=2i\sqrt3\,\tau_y,\qquad O=\tfrac{\sqrt3}{2}\tau_y .
\]

Both pairs carry the same matrix,

\[
H=D\tau_z+\sqrt3\,E\,\tau_x+\tfrac{\sqrt3}{2}K\tau_y .
\]

Different Pauli matrices anticommute, so the cross terms in \(H^2\) cancel. As \(H\) is traceless in each pair, its levels are

\[
\varepsilon_\pm=\pm\sqrt{D^2+3E^2+\tfrac34K^2},
\]

each twofold. For \(E=K=0\) they reduce to the doublets \(m=\pm3/2\) at \(D\) and \(m=\pm1/2\) at \(-D\). If all three parameters vanish, the doublets merge into one fourfold level, which is still even.

Take the model values \(D=2.0\), \(E=0.5\) and \(K=1.0\) meV. The squares under the root are \(4.00+0.75+0.75=5.50\) meV², so the levels are \(\pm2.3452\) meV. Diagonalization gives two doublets at these energies, separated by 4.6904 meV, or \(1.7237\times10^{-4}\) hartree. Four singlets do not occur, although \(K\neq0\) has removed time reversal. Since \(H\) contains every term that \(D_2\) permits, no further \(D_2\)-invariant term within the multiplet can split the doublets.

## What does split the doublets

A field along \(z\) adds \(bJ_z\). The rotations about \(x\) and \(y\) reverse this term, so only \(C_2\) about \(z\) remains. Let \(s=+1\) denote the pair \((3/2,-1/2)\) and \(s=-1\) the pair \((-3/2,1/2)\). In both, \(J_z=s(\tfrac12+\tau_z)\), as inserting \(\tau_z=\pm1\) confirms. The field shifts each pair by \(sb/2\) and replaces \(D\) by \(D+sb\):

\[
\varepsilon_{s,\pm}=\frac{sb}{2}\pm\sqrt{(D+sb)^2+3E^2+\tfrac34K^2}.
\]

For \(b=0.2\) meV the pair \(s=+1\) has \(0.1\pm\sqrt{4.84+1.50}\), that is, 2.6179 and \(-2.4179\) meV. The pair \(s=-1\) has \(-0.1\pm\sqrt{3.24+1.50}\), that is, 2.0772 and \(-2.2772\) meV. These are four singlets.

The upper doublet splits by 0.5408 meV and the lower by 0.1408 meV. The difference is \(2b=0.4\) meV: the shifts \(sb/2\) add \(b\) to the splitting caused by the roots in the upper doublet and subtract \(b\) from it in the lower.

Both \(KO\) and \(bJ_z\) are odd under time reversal, yet only the second splits the doublets. What distinguishes them is that \(KO\) keeps the perpendicular twofold rotations, which guarantee the doublets, while \(bJ_z\) removes them. Removing them permits a splitting but does not force one. In pair \(s\), \(J_zW+WJ_z=s\sqrt3\,\tau_x\) and \(Q=s\sqrt3\,\tau_y\), so the term \(c\,(J_zW+WJ_z-Q)\) also leaves only \(C_2\) about \(z\). For the model values it anticommutes with \(H\), and the levels remain twofold at \(\pm\sqrt{5.50+6c^2}\) meV.

## Requested corrections

Step (b) should state that \(G\) is the quotient \(G^*/\{E,\bar E\}\), and should claim the product form only for the groups identified above. Step (c) should use the single two-dimensional spinor irrep of \(Q_8\). Step (d) should then predict two doublets at the \(D_2\) site. Four singlets may be predicted once a field such as \(bJ_z\) has lowered the symmetry to \(C_2\), apart from accidental crossings of levels from the two pairs at particular field strengths (for the model values, the two lowest levels cross at \(b=\sqrt{14}\) meV).

## Values computed for the example and the checks

```
columns: |G|, |G*|, involutions in G*, in G x Z2, product form
last column: degeneracy^(number of levels), random H, j=9/2
C1     1    2   1   1  yes  1^10
C2     2    4   1   3  no   1^10
C3     3    6   1   1  yes  1^10
C4     4    8   1   3  no   1^10
C5     5   10   1   1  yes  1^10
C6     6   12   1   3  no   1^10
C7     7   14   1   1  yes  1^10
D2     4    8   1   7  no   2^5
D3     6   12   1   7  no   1^4 2^3
D4     8   16   1  11  no   2^5
D5    10   20   1  11  no   1^2 2^4
T     12   24   1   7  no   2^5
O     24   48   1  19  no   2^1 4^2
I     60  120   1  31  no   4^1 6^1
Ci     2    4   3   3  yes  
Cs     2    4   1   3  no   
S4     4    8   1   3  no   
S6     6   12   3   3  yes  
C2v    4    8   1   7  no   
C3h    6   12   1   3  no   
D3d   12   24   3  15  no   
C2 lift u: u^2 = -1, (-u)^2 = -1 (times unit matrix)
C3 lift u: u^3 = -1, (-u)^3 = +1 (times unit matrix)
D2* element orders (order: count): {1: 1, 2: 1, 4: 6}
D2 x Z2 element orders: {1: 1, 2: 7}
conjugacy classes: D2* 5, D2 x Z2 8
D3, j=3/2, random H, degeneracies: [1, 1, 2]
D2, j=2, random H, degeneracies: [1, 1, 1, 1, 1]
D2 invariants for j=3/2, constant included: 4
model D = 2.0, E = 0.5, K = 1.0, b = 0.2 meV
levels, b=0 (meV): -2.3452 -2.3452 2.3452 2.3452
gap between doublets: 4.6904 meV = 1.7237e-04 hartree
levels, b on (meV): -2.4179 -2.2772 2.0772 2.6179
splitting of lower doublet: 0.1408 meV
splitting of upper doublet: 0.5408 meV
```
